# Unfolding supercell bands with plane waves: a vacancy in model hafnia

## Two cells and three plane waves

Take a one-dimensional crystal of period $a$ and describe it in a cell of length $2a$. The reciprocal vectors of the large cell are $G=m\pi/a$, with $m$ an integer; those of the primitive cell are $2\pi/a$ times an integer, so they have even $m$. At supercell wavevector $K=0$ keep three plane waves, $m=0,+1,-1$. The wave $m=0$ has primitive wavevector $k=0$. The waves $m=\pm1$ differ by $2\pi/a$ and therefore share one primitive wavevector, $k=\pi/a$. Two momenta have been folded onto $K=0$.

Measure energy in an arbitrary unit from the mean potential. In the order $m=0,+1,-1$ let

$$H=\begin{pmatrix}0&v&v\\ v&t&w\\ v&w&t\end{pmatrix},\qquad t=4,\quad w=-1,\quad v=-\sqrt2 .$$

Here $t$ is a kinetic energy and $w$ couples waves whose indices differ by 2, which a potential of period $a$ can do. The element $v$ couples indices that differ by 1. A potential of period $a$ has no such Fourier component, so $v$ comes from a defect that makes the two halves of the cell unequal.

Define $|\pm\rangle=(|{+1}\rangle\pm|{-1}\rangle)/\sqrt2$. The state $|-\rangle$ has energy $t-w=5$ and no coupling to $|0\rangle$, because the two contributions $v$ cancel. The state $|+\rangle$ has energy $t+w=3$ and coupling $(v+v)/\sqrt2=\sqrt2\,v=-2$ to $|0\rangle$. The remaining energies obey

$$E(E-3)-4=0\quad\Rightarrow\quad E=-1,\;4 .$$

Write the state as $x|0\rangle+y|+\rangle$. The first row of the eigenvalue equation is $-2y=Ex$. For $E=-1$ it gives $y=x/2$, and for $E=4$ it gives $y=-2x$. After normalization the squared coefficients, collected by primitive wavevector, are:

| $E$ | $W(0)$ | $W(\pi/a)$ |
|---|---|---|
| $-1$ | 4/5 | 1/5 |
| 4 | 1/5 | 4/5 |
| 5 | 0 | 1 |

These are the spectral weights. Each row sums to 1, since each state is normalized. The columns sum to 1 and 2, the numbers of plane waves at the two momenta.

The energies carry more information. At $k=0$ the weighted sum of energies is $-4/5+4/5=0$, the diagonal element of $H$ for $m=0$. At $k=\pi/a$ it is $-1/5+16/5+5=8=3+5$, the sum of the band energies without $v$. The weighted sum of squared energies at $k=0$ is $4/5+16/5=4$. Without $v$ it would be 0, so the increase is $2v^2=4$. The defect spreads the spectrum at fixed $k$ and leaves its mean in place.

### Two limits

If $v\to0$ at fixed $t+w=3$, perturbation theory gives the lowest state a weight $2v^2/3^2$ at the foreign momentum. For the chosen $v$ this would be 0.44 instead of 0.20, so the example is not in the weak regime.

If instead $t+w=0$, the states $|0\rangle$ and $|+\rangle$ are degenerate, and any nonzero $v$, however small, mixes them into $(|0\rangle\pm|+\rangle)/\sqrt2$. Both weights are then 1/2. A small single-state weight is therefore no measure of strong disorder when folded levels coincide.

### What the sums cannot detect

Suppose that the waves are sorted wrongly: $\{+1\}$ is called $k=0$ and $\{0,-1\}$ is called $k=\pi/a$. Every state's weights still sum to 1, and the columns still sum to 1 and 2. Normalization and completeness guarantee this for any partition with these class sizes. The energy sum at the supposed $k=0$, however, is now $t=4$ instead of 0. Correct sums are necessary, but the labels need a check of their own.

## The general lattice

Let the rows of $a$ be the primitive vectors, and let $A=Ma$ hold the supercell vectors, with $M$ an integer matrix and $N=\det M>0$. The primitive reciprocal vectors, the rows of $b$, satisfy $b\,a^T=2\pi I$. The supercell ones are

$$B=M^{-T}b,\qquad\text{because}\qquad BA^T=M^{-T}b\,a^TM^T=2\pi I .$$

Inversion gives $b=M^TB$. A primitive wavevector with fractional coordinates $\kappa$ (a row) is thus $k=\kappa b=\kappa M^TB$. Its supercell coordinates are $\kappa M^T$. Their integer part is a supercell reciprocal vector and is dropped; the rest, $q$, defines $K=qB$.

For a plane wave $K+G$ with $G=mB$, use $M^{-1}=\mathrm{adj}(M)/N$, where the adjugate has integer entries:

$$G=mM^{-T}b=\frac{m\,\mathrm{adj}(M)^T}{N}\,b .$$

So $G$ is a primitive reciprocal vector if and only if every entry of $m\,\mathrm{adj}(M)^T$ is divisible by $N$. Applied to the difference of two plane waves, this gives the label

$$\ell=m\,\mathrm{adj}(M)^T \bmod N .\tag{1}$$

Two waves have the same primitive momentum when their labels agree. The test uses integers alone, so no rounding tolerance enters. The supercell reciprocal cell is $N$ times smaller than the primitive one, so there are $N$ classes, with momenta

$$\kappa_\ell=\frac{q\,\mathrm{adj}(M)^T+\ell}{N}\bmod 1 .$$

The transpose matters. In two dimensions take

$$M=\begin{pmatrix}1&1\\0&2\end{pmatrix},\qquad \mathrm{adj}(M)=\begin{pmatrix}2&-1\\0&1\end{pmatrix},\qquad N=2 .$$

Then $B_1=b_1$ and $B_2=(b_2-b_1)/2$, so $G$ is primitive when $m_2$ is even. Equation (1) gives $\ell=(2m_1-m_2,\,m_2)\bmod2=(m_2,m_2)$, as it should. Without the transpose the label is $(0,\,m_2-m_1)\bmod 2$, which separates $G=0$ from $G=b_1$ although they share a momentum. For a symmetric $M$ the two rules coincide and the fault stays hidden.

## Weights as expectation values

Expand a normalized supercell state in orthonormal plane waves, $\psi_n=\sum_GC_n(G)|K+G\rangle$. The weight at $k$ is

$$W_n(k)=\sum_{G\in k}|C_n(G)|^2,\tag{2}$$

where $G\in k$ means that $K+G$ equals $k$ plus a primitive reciprocal vector. To see that this is a property of the state and not of the bookkeeping, let $\hat T\psi(r)=\psi(r+T)$ and form

$$P_k=\frac1N\sum_Te^{-ik\cdot T}\hat T,$$

with $T$ running over the $N$ primitive translations that differ modulo the supercell. On a plane wave $\hat T$ gives the factor $e^{i(K+G)\cdot T}$, so $P_k$ multiplies it by

$$s=\frac1N\sum_Te^{iQ\cdot T},\qquad Q=K+G-k .$$

Since $k$ folds onto $K$, $Q$ is a supercell reciprocal vector, and each term is unchanged when $T$ is shifted by a supercell vector. Adding a fixed translation $T_0$ to all $T$ merely reorders the sum, hence $e^{iQ\cdot T_0}s=s$. Either $e^{iQ\cdot T_0}=1$ for every $T_0$, which means that $Q$ is a primitive reciprocal vector and $s=1$, or $s=0$. So $P_k$ keeps one class and removes the others, and $W_n(k)=\langle\psi_n|P_k|\psi_n\rangle$.

The two counting rules follow. The classes together contain each plane wave once, and the square coefficient matrix is unitary if all states of the finite basis are kept:

$$\sum_kW_n(k)=\sum_G|C_n(G)|^2=1,\qquad \sum_nW_n(k)=\sum_{G\in k}\sum_n|C_n(G)|^2=n_{\rm pw}(k).\tag{3}$$

Here $n_{\rm pw}(k)$ is the number of plane waves in the class. If only the lowest states are computed, the first rule still holds for each of them, while the second sum falls short.

Equation (3) assumes an identity overlap, as with local or norm-conserving potentials. With an augmented overlap $S$, the normalization is $\langle\psi|S|\psi\rangle=1$. The plane-wave sum is then $1-\langle\psi|(S-1)|\psi\rangle$, which is generally not 1.

The projector can be evaluated without any labels, by translating wavefunctions on a real-space grid. This was done for

$$M=\begin{pmatrix}1&1&0\\0&2&1\\1&0&2\end{pmatrix},\quad N=5,\quad q=(0.13,\,0.27,\,-0.38),$$

with a vacancy in the cell. For the 12 lowest states the weights agree with equation (2) to $6\times10^{-16}$. With the transposed labels, the sum over momenta is still 1 to $2\times10^{-15}$, yet individual weights are wrong by up to 0.52 over the whole spectrum, and by up to 0.19 among the 12 lowest states, even after each state's five weights are sorted by size.

## Perfect and defective crystals

In a perfect crystal $H$ commutes with $P_k$. Let $\Pi_E$ project onto all states of energy $E$. Then

$$\sum_{n:\,\varepsilon_n=E}W_n(k)=\mathrm{Tr}(P_k\Pi_E),$$

which is the number of primitive bands with that $k$ and $E$. The trace does not depend on the basis chosen within the level, but the single weights do. Comparison with separately computed primitive bands requires the same cutoff on $|K+G|$ in both calculations.

For a defective crystal write $V(r)=\sum_GV(G)e^{iG\cdot r}$. The matrix element between $G$ and $G'$ is $V(G-G')$. Within one class $G-G'$ is a primitive reciprocal vector. The translation-averaged potential $\frac1N\sum_TV(r+T)$ has coefficients $V(G)\frac1N\sum_Te^{iG\cdot T}$, which by the argument above are $V(G)$ for primitive $G$ and 0 otherwise. Therefore $P_kHP_k=H_{\rm av}(k)$, the primitive Hamiltonian of the averaged crystal. Completeness of the states gives

$$\sum_n\varepsilon_nW_n(k)=\mathrm{Tr}(P_kH)=\mathrm{Tr}\,H_{\rm av}(k).\tag{4}$$

For the second moment insert $1=P_k+Q_k$ between the two factors of $H$:

$$\sum_n\varepsilon_n^2W_n(k)=\mathrm{Tr}(P_kH^2P_k)=\mathrm{Tr}\,H_{\rm av}^2(k)+\sum_{G\in k}\sum_{G'\notin k}|\Delta V(G-G')|^2.\tag{5}$$

The last term contains only $\Delta V$, the defective minus the perfect potential, because kinetic energy and host potential do not connect different classes. These are the sums 8 and 4 found by hand.

The same argument applies to one normalized Bloch state $\varphi$ of the averaged crystal, with $H_{\rm av}\varphi=\varepsilon_{\rm av}\varphi$. Acting with the full Hamiltonian gives $H\varphi=\varepsilon_{\rm av}\varphi+Q_k\Delta V\varphi$, and the two parts are orthogonal. The energies $\varepsilon_n$, weighted by $|\langle\varphi|\psi_n\rangle|^2$, thus have

$$\text{mean}=\varepsilon_{\rm av},\qquad\text{variance}=\lVert H\varphi\rVert^2-\varepsilon_{\rm av}^2=\lVert Q_k\Delta V\varphi\rVert^2.\tag{6}$$

The root of this variance is a spread over the whole spectrum. It is not the width of a single peak, and no lifetime follows from it alone.

The procedure is then:

1. Choose $\kappa$, form $\kappa M^T$, and keep its fractional part $q$.
2. Diagonalize the supercell at $q$.
3. Label the plane waves by equation (1) and sum $|C|^2$ in each class.
4. Select the class whose $\kappa_\ell$ equals $\kappa$ modulo integers, and add the weights of states that are degenerate or lie within the energy resolution.
5. Check the labels with the projector, besides the counting rules. Equation (4) is a quicker test that exposes many errors, but it cannot detect an exchange of plane waves with equal kinetic energy between two classes.

## A vacancy in a hafnia-like conduction band

The host is fluorite with a round lattice constant of 0.51 nm. One electron moves in Gaussian potentials $U e^{-|r-R|^2/2\sigma^2}$: $U=-8$ eV, $\sigma=0.09$ nm on hafnium, and $U=10$ eV, $\sigma=0.08$ nm on oxygen. The barrier describes the exclusion of a conduction electron from the filled oxygen shell. The supercell is a cube of edge $L=1.02$ nm with 96 sites and $N=32$. In one of its 64 oxygen sites the barrier is replaced by a well with $U=-5$ eV, $\sigma=0.12$ nm, a short-range stand-in for a vacancy.

With $a_1,a_2,a_3$ equal to half the cubic constant times $(0,1,1)$, $(1,0,1)$, $(1,1,0)$,

$$M=2\begin{pmatrix}-1&1&1\\1&-1&1\\1&1&-1\end{pmatrix}.$$

A point at fraction $\tau$ of the line from $\Gamma$ to X has $\kappa=\tau(\tfrac12,\tfrac12,0)$, so $\kappa M^T=(0,0,2\tau)$. The fractions 0, 1/2 and 1 fold onto $K=0$, and 1/4 and 3/4 onto $(0,0,\tfrac12)$. Two diagonalizations serve five points.

At a 50 eV cutoff there are 847 plane waves at $K=0$. A class there holds 22 to 28 of them. At both supercell wavevectors the second rule in equation (3) was tested for each class against a separately built primitive basis. Equations (4) and (5) hold to a relative error of about $2\times10^{-15}$. Without the vacancy, the second level at $K=0$ has six states. At one momentum its largest single weight is 0.457, while the level's total is 1.000000: one band, shared among several eigenvectors.

### The vacancy state and the band edge

Energies from here on are relative to the perfect band edge. The vacancy state lies at $-1.55$ eV. Its 32 weights sum to 1, and the largest, 0.27, is at $\Gamma$. The effective number of momenta, $1/\sum_kW(k)^2$, would be 1 for a Bloch state and 32 for equal weights; here it is 10.1. A state localized in space is spread over momenta.

The averaged crystal has its edge at $-0.198$ eV. Most of this is the change in mean potential. A Gaussian integrates to $U(2\pi)^{3/2}\sigma^3$, so removing the barrier and adding the well gives

$$\frac{(2\pi)^{3/2}\left[-10(0.08)^3-5(0.12)^3\right]}{(1.02)^3}\ \text{eV}=\frac{15.75\times(-0.01376)}{1.061}\ \text{eV}=-0.204\ \text{eV}.$$

The other $+0.006$ eV comes from the non-constant part of the averaged potential.

The edge-like state, which has a $\Gamma$ weight of 0.72, lies at $+0.26$ eV, above both the perfect and the averaged edge. Equation (6) shows why weight must appear above the averaged edge: the mean is fixed at $-0.198$ eV, so the part drawn down to $-1.55$ eV has to be balanced by a part above the mean.

The computed rms spread of the averaged edge state is 0.88 eV, a variance of 0.775 eV². Since $\varphi$ lies within the $\Gamma$ class, its squared overlap with any $\psi_n$ is at most $W_n(\Gamma)$. The vacancy and edge-like states therefore contribute at most

$$0.2695(1.350)^2+0.7211(0.458)^2=0.642\ \text{eV}^2.$$

At least 0.13 eV² comes from other states, although the squared overlaps of these two with $\varphi$, 0.269 and 0.721, already add up to 0.99 of the total of 1. Even a small weight can count heavily in a second moment if it lies far from the mean.

### Along the line to X

For each point, collect the weight within 0.75 eV of the perfect lowest band. "Centre" is the weighted mean energy in that window.

| $\tau$ | perfect (eV) | centre (eV) | weight | largest single |
|---|---|---|---|---|
| 0 | 0.00 | 0.26 | 0.72 | 0.72 |
| 0.25 | 0.35 | 0.45 | 0.81 | 0.49 |
| 0.50 | 1.40 | 1.29 | 0.85 | 0.33 |
| 0.75 | 3.08 | 2.92 | 0.93 | 0.39 |
| 1 | 4.69 | 4.53 | 0.95 | 0.58 |

The last column lists single eigenvectors as the solver returned them. At $\tau=0.5$ and 1 the strongest level is a triplet, so its single weights depend on the basis chosen within it; its total weights, 0.44 and 0.62, do not. At $\tau=0.5$ even the strongest level thus holds less than half of the band, yet the window holds 85%. Six symmetry-related momenta along the cube axes have the same perfect energy and all fold onto $K=0$, so the vacancy can mix them as in the degenerate limit of the three-wave example. A level has equal weight at all six, so a triplet can hold at most $3/6=1/2$ at one of them, however weak the defect. Plotting just the strongest state would suggest a band almost destroyed.

The distance of the centre from the averaged band falls from 0.46 eV at $\Gamma$ to 0.03 eV at X. The centre depends on the chosen window, whereas the full moments in equations (4) and (5) do not.

## The model beside a real capacitor

Ferroelectric hafnia films have a polar orthorhombic structure, and the conduction band of hafnia is largely built from Hf 5d orbitals. The model has a cubic host, an s-like edge of mass 1.03 electron masses, no spin-orbit coupling and no self-consistent charge. Its level at $-1.55$ eV is thus not a prediction of a trap depth. One vacancy per cube is $9.4\times10^{20}$ cm⁻³, or HfO$_{1.97}$, a strongly oxygen-deficient film rather than a dilute one.

Among the omissions sized here, two matter most. Real neighbours relax: moving the four adjacent hafnium sites outward by 0.01 nm, with all else fixed, raises the level by 0.25 eV, 16% of its depth, and lowers the edge-like $\Gamma$ weight to 0.67. Real vacancies can be charged: for charge $+2$ and an assumed permittivity of 20, the missing Coulomb tail is 0.28 eV at half the cube edge. A field of 1 MV/cm, of the order used for switching, drops 0.10 eV across the cube.

The other changes are smaller in this model. Shifting alternate oxygen layers by 0.05 nm, roughly a ferroelectric displacement, moves the host band edge by $+0.02$ eV. If the vacancy lies in a shifted layer, its level moves by $-0.03$ eV and becomes 0.05 eV deeper relative to its own band edge. In an unshifted layer the level barely moves, and the deepening is only 0.02 eV. One random thermal snapshot at 300 K, with the vacancy well held in place, moves the level by 0.01 eV, but this draw is on the small side: over many draws the shift, up or down, has an rms of about 0.08 eV and occasionally reaches 0.2 eV, so thermal motion is not negligible. Going from $K=0$ to the centre of a zone face raises the level by 0.01 eV, and going to the zone corner by 0.03 eV; this gauges the overlap between vacancy images. Raising the cutoff to 65 eV changes it by 0.002 eV. The small polar shift belongs to this potential without d orbitals and should not be carried over to the real oxide.

The counting rules do not depend on these parameters. They require a commensurate reference lattice, an orthonormal basis and, for the sum over states, the complete finite spectrum. The remaining values are in the numerical output.

## Table of computed values

```
lattice constant 0.51 nm, cube edge 1.02 nm, N = 32
Hf height -8.0 eV, width 0.09 nm
O height 10.0 eV, width 0.08 nm
vacancy height -5.0 eV, width 0.12 nm
cutoff 50.0 eV, plane waves at K=0: 847
plane waves per folded momentum: 22 to 28
skew cell: N = 5, weight error 5.6e-16
transposed labels: error of sum over k 1.9e-15
transposed labels: error of a single weight 0.521
perfect cube: error of level weights 5.2e-15
perfect cube, second level: 6 states
  largest single weight at one k 0.457
  level weight at that k 1.000000
vacancy cube: class against projector 3.1e-16
vacancy cube: error of sum over k 4.8e-15
relative error, first moment 1.1e-15
relative error, second moment 1.6e-15
perfect band edge, model zero 1.7455 eV
band-edge mass 1.027 electron masses
energies below are relative to the perfect band edge
vacancy level at K=0 -1.5476 eV
vacancy state: weight at Gamma 0.2695
vacancy state: largest weight at any k 0.2695
vacancy state: effective number of momenta 10.15
vacancy state: sum of 32 weights 1.0000000000
edge-like state: energy 0.2599 eV
edge-like state: weight at Gamma 0.7211
averaged-crystal edge -0.1980 eV
rms energy spread of that Bloch state 0.8806 eV
Gamma-X: fraction, perfect, averaged, centre (eV),
  weight within 0.75 eV of perfect band, largest single
  0.00   0.0000  -0.1980   0.2599  0.7211  0.7211
  0.25   0.3514   0.1535   0.4488  0.8099  0.4896
  0.50   1.3968   1.1995   1.2902  0.8473  0.3256
  0.75   3.0848   2.8897   2.9229  0.9270  0.3855
  1.00   4.6914   4.5041   4.5337  0.9524  0.5787
neglected: vacancy shift, edge-like shift (eV), Gamma weight
  cutoff 65 eV: -0.0017 -0.0010 0.7213
  Hf relaxed 0.01 nm: 0.2459 0.0241 0.6708
  polar O shift 0.05 nm: -0.0305 0.0102 0.7314
  thermal snapshot 300 K: 0.0126 -0.0148 0.7171
vacancy level change, K=0 to zone face 0.0131 eV
thermal rms per axis: Hf 0.0040 nm, O 0.0071 nm
potential drop over cube at 1.0 MV/cm: 0.102 eV
Coulomb tail, charge +2, half edge, eps 20: 0.282 eV
```
